# Exchange and the absorption onset of a filled parabolic conduction band, part 1

(Sections cited here and not found follow in the second part.)

## First half: the exchange shift of one conduction level

One kind of transparent conductor is a wide-gap semiconductor with many electrons in its conduction band. These electrons block the lowest optical transitions, which by itself moves the absorption onset up in energy. They also interact with one another, and this moves the levels themselves. The problem is to find what exchange does to the bottom of the band, what it does to the absorption onset, and under which conditions it cancels only a part of the upward shift caused by filling.

**The model.** The conduction band is isotropic and parabolic, with one valley and effective mass $m_c$. It holds $n$ electrons per unit volume at zero temperature, with equal numbers of both spins. The undoped host enters through its band masses, its gap $E_g$ and one dielectric constant $\varepsilon$, so that two conduction electrons repel each other with energy $1/(\varepsilon r)$. The dopants are replaced by a uniform positive background that makes the system neutral. Hartree atomic units are used: $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ equal one, lengths are in bohr, energies in hartree, and masses are multiples of the free-electron mass.

The interaction is treated to first order. Screening by the conduction electrons themselves and all other correlation are left out. This is the meaning of "bare" exchange here: the host screens the repulsion, the carriers do not.

### (a) Filling without interaction

*Find the Fermi wavevector $k_F$ in terms of $n$. Then find how far filling alone moves the onset of vertical transitions from a full parabolic valence band of mass $m_v$.*

**Solution.** In a large box of volume $V$ with periodic boundary conditions, the allowed wavevectors have density $V/(2\pi)^3$. Each holds two electrons, one per spin. The lowest levels fill a sphere of radius $k_F$, so

$$
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\qquad k_F=(3\pi^2 n)^{1/3}.
$$

Measure energies from the top of the valence band. Without interaction the conduction level is $E_g+k^2/(2m_c)$ and the valence level is $-k^2/(2m_v)$. A photon carries negligible momentum on this scale, so a transition keeps $k$ and costs

$$
E_g+\frac{k^2}{2m_c}+\frac{k^2}{2m_v}=E_g+\frac{k^2}{2m_r},
\qquad \frac1{m_r}=\frac1{m_c}+\frac1{m_v}.
$$

The final state must be empty, which requires $k\ge k_F$. The cheapest transition is therefore at $k_F$, and the onset has moved up by the Burstein-Moss shift

$$
\Delta_{\rm BM}=\frac{k_F^2}{2m_r}.
$$

The valence mass enters because the electron comes from below the valence-band top.

### (b) The exchange shift as an integral

*Derive, to first order in the repulsion, the energy shift $\Sigma(k)$ of a conduction electron with wavevector $\mathbf k$ due to the other conduction electrons.*

**Solution.** Take first two electrons in orthonormal spin orbitals $a$ and $b$. Their antisymmetric state is

$$
\Psi=\frac{1}{\sqrt2}\left[a(1)b(2)-b(1)a(2)\right].
$$

The expectation value of the repulsion $v$ has four terms. The two squares are equal to each other, and so are the two cross terms, because exchanging the labels 1 and 2 leaves $v$ unchanged. With the factor $1/2$ from normalization,

$$
\langle v\rangle=\langle ab|v|ab\rangle-\langle ab|v|ba\rangle .
$$

The first term is the direct repulsion and the second is exchange. The minus sign comes from antisymmetry. In the exchange term each electron changes its orbital between the two sides. Since $v$ does not act on spin, the term vanishes when $a$ and $b$ have opposite spins.

For a determinant of many orthonormal orbitals, the interaction energy is the sum of this expression over all pairs. The reason is that $v$ touches two electrons at a time; any permutation that also moves a third electron leaves an overlap of two different orbitals, which is zero. The first-order shift of the level $\mathbf k$ is thus the sum of the pair energies between $\mathbf k$ and every other occupied state $\mathbf q$.

The orbitals are taken as plane waves $e^{i\mathbf k\cdot\mathbf r}/\sqrt V$. This is the envelope approximation: the lattice-periodic part of the Bloch function is treated as the same for all occupied $\mathbf k$. For equal spins the exchange matrix element is

$$
\frac1{V^2}\int\! d^3r\,d^3r'\;e^{-i(\mathbf k-\mathbf q)\cdot(\mathbf r-\mathbf r')}\,v(|\mathbf r-\mathbf r'|)
=\frac{\tilde v(|\mathbf k-\mathbf q|)}{V},
$$

where one integration gave a factor $V$ and the other gave the Fourier transform $\tilde v$. To evaluate it, multiply the repulsion by $e^{-\lambda r}$ and let $\lambda\to0$ at the end. The angular average of $e^{-i\mathbf p\cdot\mathbf r}$ is $\sin(pr)/(pr)$, so

$$
\tilde v(p)=\frac{4\pi}{\varepsilon p}\int_0^\infty e^{-\lambda r}\sin(pr)\,dr
=\frac{4\pi}{\varepsilon(p^2+\lambda^2)}\;\longrightarrow\;\frac{4\pi}{\varepsilon p^2}.
$$

The direct term equals $\tilde v(0)/V$ for each partner, whatever its spin. Summed over the electrons it gives $n\tilde v(0)$ in a large system. The uniform positive background has the same mean charge density with opposite sign and contributes $-n\tilde v(0)$. The two cancel at finite $\lambda$, before the limit is taken.

What remains is the exchange sum over occupied states of the same spin. Replacing the sum by $V\int d^3q/(2\pi)^3$ gives

$$
\Sigma(k)=-\int_{q<k_F}\frac{d^3q}{(2\pi)^3}\;\frac{4\pi}{\varepsilon|\mathbf k-\mathbf q|^2}. \tag{1}
$$

There is no factor of two for spin, because only one spin species takes part. The sum omits $\mathbf q=\mathbf k$, whereas the integral includes that point. This makes no difference in a large box: the integrand grows as $1/p^2$ with $p=|\mathbf k-\mathbf q|$, the volume element as $p^2dp$, and a cell of width $2\pi/V^{1/3}$ contributes an amount proportional to $V^{-1/3}$.

The shift is negative. Electrons of equal spin avoid each other, so each feels less repulsion than the mean charge density would give.

### (c) The bottom and the Fermi surface

*Evaluate $\Sigma$ at $k=0$ and at $k=k_F$ without finding the whole function.*

**Solution.** Put the origin of the integration at $\mathbf k$ by writing $\mathbf q=\mathbf k+\mathbf p$. Then $d^3q=p^2\,dp\,d\Omega$, and the factor $p^2$ cancels the denominator of (1). Let $\mathbf k$ lie inside or on the sphere, and let $\ell(\Omega)$ be the length of the ray that starts at $\mathbf k$, runs in the direction $\Omega$ and ends at the surface of the Fermi sphere. The radial integral of one is $\ell$, so

$$
\Sigma(k)=-\frac{4\pi}{8\pi^3\varepsilon}\int d\Omega\,\ell(\Omega)
=-\frac{1}{2\pi^2\varepsilon}\int d\Omega\,\ell(\Omega). \tag{2}
$$

The exchange shift is proportional to the mean distance from $\mathbf k$ to the surface of the occupied region.

At the centre every ray has length $k_F$, and the integral is $4\pi k_F$. The bottom of the band moves by

$$
\Sigma(0)=-\frac{2k_F}{\pi\varepsilon}. \tag{3}
$$

Now put $\mathbf k$ on the surface. Let $\theta$ be the angle between the ray and the inward direction $-\mathbf k$. The ray meets the surface again where

$$
k_F^2=|\mathbf k+\mathbf p|^2=k_F^2-2k_Fp\cos\theta+p^2,
$$

which gives $p=2k_F\cos\theta$. This holds for $0\le\theta\le\pi/2$; in the other half of the directions the ray leaves the sphere at once and $\ell=0$. With $\mu=\cos\theta$,

$$
\int d\Omega\,\ell=2\pi\int_0^1 2k_F\mu\,d\mu=2\pi k_F,
\qquad
\Sigma(k_F)=-\frac{k_F}{\pi\varepsilon}. \tag{4}
$$

This is half of the shift at the bottom. A state at the surface has occupied neighbours on one side only, and its mean ray is $k_F/2$ instead of $k_F$.

Both shifts are proportional to $k_F/\varepsilon$, hence to $n^{1/3}/\varepsilon$. The band mass does not appear: the plane waves and the set of occupied wavevectors are the same for every mass.

The result for the bottom can be checked by adding the terms $4\pi/(\varepsilon q^2V)$ one by one for the discrete states of a periodic box. In a finite box the sum differs from the integral by a nearly constant amount, mostly because the state $\mathbf q=\mathbf k$ is omitted. This amount drops out of the difference between two fillings of the same box. For the two fillings chosen, that difference agrees with (3) to a relative error of $7\times10^{-5}$. Other fillings can give a larger error, because the number of discrete states near the surface of the sphere fluctuates.

### (d) The shift at any wavevector

*Find $\Sigma(k)$ in closed form, inside and outside the Fermi sphere, and check its limits.*

**Solution.** Return to (1) and use polar coordinates for $\mathbf q$ with the axis along $\mathbf k$. With $\mu$ the cosine of the angle between them, $|\mathbf k-\mathbf q|^2=k^2+q^2-2kq\mu$, and

$$
\int_{-1}^{1}\frac{d\mu}{k^2+q^2-2kq\mu}
=\frac1{2kq}\ln\frac{(k+q)^2}{(k-q)^2}
=\frac1{kq}\ln\left|\frac{k+q}{k-q}\right|.
$$

The azimuthal integral gives $2\pi$. The constants combine to $(2\pi)(4\pi)/(8\pi^3)=1/\pi$, and $q^2/(kq)=q/k$, so

$$
\Sigma(k)=-\frac{1}{\pi\varepsilon k}\int_0^{k_F}q\,\ln\left|\frac{k+q}{k-q}\right|dq .
$$

An antiderivative of the integrand is

$$
G(q)=kq+\frac{q^2-k^2}{2}\ln\left|\frac{k+q}{k-q}\right| .
$$

To verify it, note that the logarithm has the derivative

$$
\frac1{q+k}-\frac1{q-k}=-\frac{2k}{q^2-k^2}.
$$

Hence $G'(q)=k+q\ln|(k+q)/(k-q)|-k$, which is the integrand. At $q=k$ the logarithm diverges, but its prefactor vanishes linearly, so $G$ is continuous and can be used across that point. Since $G(0)=0$,

$$
\Sigma(k)=-\frac{1}{\pi\varepsilon}\left[k_F+\frac{k_F^2-k^2}{2k}\ln\left|\frac{k_F+k}{k_F-k}\right|\right]. \tag{5}
$$

For $k\to0$ the logarithm tends to $2k/k_F$, the second term in the bracket tends to $k_F$, and (3) returns. For $k\to k_F$ the second term vanishes and (4) returns.

For $k\gg k_F$ put $y=k_F/k$. The logarithm is $2y+\tfrac23y^3+\dots$, and the second term becomes

$$
\frac k2(y^2-1)\left(2y+\tfrac23y^3+\dots\right)=-k_F+\frac{2k_F^3}{3k^2}+\dots
$$

The terms $\pm k_F$ cancel, leaving $\Sigma\simeq-2k_F^3/(3\pi\varepsilon k^2)$. This is what (1) gives when $\mathbf q$ is neglected beside $\mathbf k$: the density of one spin, $k_F^3/(6\pi^2)$, times $-4\pi/(\varepsilon k^2)$.

Formula (5) was also tested against an integral over real space, at five wavevectors from $0.3\,k_F$ to $2.5\,k_F$. The largest relative difference is below $10^{-6}$.

### (e) Does the order of the levels survive?

*Show that $\Sigma(k)$ rises with $k$ everywhere, and say why this is needed.*

**Solution.** Put $x=k/k_F$ and $L=\ln|(1+x)/(1-x)|$. Then (5) reads

$$
\Sigma=-\frac{2k_F}{\pi\varepsilon}F(x),\qquad F(x)=\frac12+\frac{1-x^2}{4x}L .
$$

The derivative of $L$ is $2/(1-x^2)$, and that of $(1-x^2)/(4x)$ is $-(1+x^2)/(4x^2)$. The product rule gives

$$
F'(x)=\frac1{2x}-\frac{1+x^2}{4x^2}L. \tag{6}
$$

This is negative if $L>2x/(1+x^2)$. For $0<x<1$, $L$ starts from zero with slope $2/(1-x^2)>2$, so $L>2x$, which exceeds $2x/(1+x^2)$. For $x>1$, $L$ has the same value at $x$ and at $1/x$, so the first case gives $L>2/x$. This exceeds $2x/(1+x^2)=(2/x)/(1+1/x^2)$. Since $F$ is continuous at $x=1$, it falls for all $x>0$, and $\Sigma$ rises.

The level $k^2/(2m_c)+\Sigma(k)$ is then a sum of two rising functions. Its minimum stays at $k=0$, so (3) is indeed the shift of the band bottom. The states inside the Fermi sphere remain the lowest ones, so the occupation assumed in (1) agrees with the levels that it produces. Had $\Sigma$ fallen steeply somewhere, the filled sphere might have been the wrong starting point. The agreement does not prove that equal filling of both spins gives the lowest total energy. At low enough density, first-order theory favours a spin-polarized sphere; equal filling is an assumption of the model.

## Second half: the absorption onset

The second half uses these symbols and results. The density $n$ fixes $k_F=(3\pi^2n)^{1/3}$; $m_c$ and $m_v$ are the band masses, with $1/m_r=1/m_c+1/m_v$; $\varepsilon$ is the dielectric constant of the undoped host and $E_g$ its gap. Filling alone moves the onset by $\Delta_{\rm BM}=k_F^2/(2m_r)$. Bare exchange moves the conduction level $k$ by $\Sigma(k)$, given by (5), which rises with $k$ and has the values

$$
\Sigma(0)=-\frac{2k_F}{\pi\varepsilon},\qquad \Sigma(k_F)=-\frac{k_F}{\pi\varepsilon}.
$$

### (f) The shift of the onset

*Find the lowest allowed vertical transition when exchange is included, and its shift from $E_g$.*

**Solution.** Two further assumptions are needed. First, the added conduction electrons do not move the valence levels. Their mean electrostatic effect is cancelled by the background, their exchange with valence electrons is neglected, and so is their polarization around the hole, which part (k) estimates; the exchange among the electrons of the undoped host is already contained in $E_g$. Second, the attraction between the excited electron and the hole it leaves behind is neglected. A transition at $k$ then costs

$$
W(k)=E_g+\frac{k^2}{2m_r}+\Sigma(k),\qquad k\ge k_F .
$$

The condition $k\ge k_F$ expresses that the final state must be empty. Both $k$-dependent terms rise with $k$, so the minimum lies at $k_F$. The shift of the onset is

$$
\Delta=W(k_F)-E_g=\frac{k_F^2}{2m_r}-\frac{k_F}{\pi\varepsilon}. \tag{7}
$$

Exchange acts against the Burstein-Moss shift, but with the value at the Fermi surface. The larger shift of the band bottom belongs to a level that is already occupied and cannot receive an electron.

### (g) Gap and occupied width

*The gap at $k=0$ shrinks by $2k_F/(\pi\varepsilon)$, yet the onset falls by half of that. Account for the difference.*

Exchange lowers the absorption onset by $k_F/(\pi\varepsilon)$, the shift at the Fermi surface, which is half the shift of the band bottom. It remains to answer (g), check the result against the total energy, find when the offset is partial, work through a numerical case and examine the limits of the model.
